# Primary Astigmatism and the Best Foci of Horizontal and Vertical Gratings: verification in Python

```python
"""
Result under test: the wavefront error W = c*lambda*rho^2*cos(2 theta) (fringe
primary astigmatism) separates the paraxial best foci of vertical and horizontal
gratings by 4*c*lambda/NA^2.
Symbols: c = coefficient in waves, rho = pupil radius scaled to 1, theta = pupil
angle from x, z = image plane position (positive away from the lens), NA =
numerical aperture. "V" has lines along y and orders along x; "H" is rotated
by 90 degrees. Images are Abbe sums over source points. Best focus is the
maximum of the fringe amplitude, the modulus of the first image harmonic.
All lengths are in nm.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import minimize_scalar, brentq

LAM, NA, C5 = 193.0, 0.6, 0.010
PITCH, SIGMA = 360.0, 0.6
FILM, N_FILM = 300.0, 1.7
ORDERS = np.arange(-5, 6)
X = np.arange(32) / 32                      # position in units of the pitch
WAVES = np.exp(2j * np.pi * np.outer(ORDERS, X))


def disc_source(step, sigma=SIGMA, inner=0.0):
    n = int(round(1 / step))
    g = (np.arange(-n, n) + 0.5) * step
    sx, sy = np.meshgrid(g, g)
    r2 = sx**2 + sy**2
    keep = (r2 <= sigma**2) & (r2 >= inner**2)
    return sx[keep], sy[keep], np.full(keep.sum(), 1 / keep.sum())


def mask_orders(space=0.5, phase_deg=0.0):
    """Fourier coefficients of a clear space centred at x = 0."""
    a = np.array([2 * quad(lambda t: np.cos(2 * np.pi * m * t), 0, space / 2)[0]
                  for m in ORDERS])
    return a * np.where(ORDERS == 0, 1, np.exp(1j * np.radians(phase_deg)))


SOURCE = disc_source(0.025)
EQUAL = mask_orders()


def image(kind, z, c5, source=SOURCE, pitch=PITCH, amps=EQUAL, na=NA,
          exact=False, c9=0.0, depth=0.0, vector=False):
    sx, sy, w = source
    shift = ORDERS * LAM / (pitch * na)
    u = sx[:, None] + (shift if kind == "V" else 0 * shift)
    v = sy[:, None] + (shift if kind == "H" else 0 * shift)
    rho, theta = np.hypot(u, v), np.arctan2(v, u)
    passed = rho <= 1
    r = np.where(passed, rho, 0.0)
    s2 = (na * r)**2
    path = LAM * (c5 * r**2 * np.cos(2 * theta) + c9 * (6*r**4 - 6*r**2 + 1))
    path = path + z * (np.sqrt(1 - s2) if exact else 1 - s2 / 2)
    if depth:
        path = path + depth * np.sqrt(N_FILM**2 - s2)
    field = amps * passed * np.exp(2j * np.pi * path / LAM)
    if not vector:
        return w @ np.abs(field @ WAVES)**2
    # Unpolarized light: mean over two input polarizations, sum over Ex, Ey, Ez
    al, be, ga = na * u * passed, na * v * passed, np.sqrt(1 - s2)
    cross = -al * be / (1 + ga)
    parts = [1 - al**2 / (1 + ga), cross, -al, cross, 1 - be**2 / (1 + ga), -be]
    assert np.allclose(sum(p**2 for p in parts[:3]), 1)
    assert np.allclose(al * parts[0] + be * parts[1] + ga * parts[2], 0)
    field = field / np.sqrt(ga)
    return 0.5 * sum(w @ np.abs((field * p) @ WAVES)**2 for p in parts)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(5)


def film_image(kind, z, c5, **kw):
    """Mean image through a transparent film whose top surface lies at z."""
    return sum(0.5 * g * image(kind, z, c5, depth=FILM * (t + 1) / 2, **kw)
               for t, g in zip(NODES, WEIGHTS))


def amplitude(intensity):
    return abs(np.mean(intensity * np.exp(-2j * np.pi * X)))


def michelson(intensity):
    return np.ptp(intensity) / (intensity.max() + intensity.min())


def edge_log_slope(intensity):
    k = np.fft.fftfreq(32, 1 / 32)
    slope = np.fft.ifft(2j * np.pi * k * np.fft.fft(intensity)).real
    return abs(slope[8]) / intensity[8] / 2


def best_focus(kind, c5, metric=amplitude, imager=image, **kw):
    half = 0.6 * LAM / kw.get("na", NA)**2
    res = minimize_scalar(lambda z: -metric(imager(kind, z, c5, **kw)),
                          bounds=(-half, half), method="bounded",
                          options={"xatol": 1e-7})
    assert res.success and abs(res.x) < 0.95 * half
    return res.x


def separation(c5=C5, **kw):
    return best_focus("V", c5, **kw) - best_focus("H", c5, **kw)


half_shift = 2 * C5 * LAM / NA**2
formula = 4 * C5 * LAM / NA**2
q = LAM / (PITCH * NA)

# Paraxial form of the propagation path
s = sp.symbols("s")
assert sp.expand(sp.series(sp.sqrt(1 - s**2), s, 0, 4).removeO()
                 - (1 - s**2 / 2)) == 0

# Whole-image shift for an irregular source and an unequal, phased mask
rng = np.random.default_rng(3)
weights = rng.random(SOURCE[2].size)
uneven = (SOURCE[0], SOURCE[1], weights / weights.sum())
odd_mask = mask_orders(0.3, 10.0)
for kind, sign in (("V", 1), ("H", -1)):
    for z in (-170.0, 40.0, 260.0):
        opts = dict(source=uneven, pitch=600.0, amps=odd_mask)
        with_ast = image(kind, z, C5, **opts)
        moved = image(kind, z - sign * half_shift, 0.0, **opts)
        assert np.max(np.abs(with_ast - moved)) < 1e-11
        assert np.max(np.abs(with_ast - image(kind, z, 0.0, **opts))) > 1e-5

# Only order pairs (0, +1) and (-1, 0) feed the first harmonic
assert np.max(np.abs(EQUAL[(ORDERS % 2 == 0) & (ORDERS != 0)])) < 1e-12
sx, sy, w = SOURCE
a0, a1 = EQUAL[ORDERS == 0][0].real, EQUAL[ORDERS == 1][0].real
for pitch in (PITCH, 1000.0):
    qp = LAM / (pitch * NA)
    both = (sx + qp)**2 + sy**2 <= 1
    for z in (0.0, 150.0, 400.0):
        phase = np.pi * NA**2 * z * (qp**2 + 2 * sx * qp) / LAM
        pair_sum = abs(2 * a0 * a1 * np.sum(w * both * np.cos(phase)))
        assert abs(pair_sum - amplitude(image("V", z, 0.0, pitch=pitch))) < 1e-11
    scan = [amplitude(image("V", z, 0.0, pitch=pitch, source=uneven))
            for z in np.linspace(-1500, 1500, 61) if abs(z) > 1]
    assert max(scan) < amplitude(image("V", 0.0, 0.0, pitch=pitch, source=uneven))

# Best foci found by search, against the formula
z_v, z_h = best_focus("V", C5), best_focus("H", C5)
assert abs(z_v - half_shift) < 1e-3 and abs(z_h + half_shift) < 1e-3
sep = z_v - z_h
for opts in (dict(pitch=300.0), dict(pitch=1000.0), dict(source=uneven),
             dict(source=disc_source(0.025, 0.7, 0.4)),
             dict(metric=michelson), dict(metric=edge_log_slope),
             dict(vector=True)):
    assert abs(separation(**opts) - formula) < 1e-3, opts

# Common shifts leave the separation unchanged for a fourfold source
other = dict(pitch=600.0, amps=odd_mask, c9=0.02)
common_v, common_h = best_focus("V", C5, **other), best_focus("H", C5, **other)
assert abs(common_v - common_h - formula) < 1e-3
common_shift = (common_v + common_h) / 2
assert abs(common_shift) > 1

# Symmetric two-beam imaging has no best focus
two_beam = (np.array([-q / 2, q / 2]), np.zeros(2), np.full(2, 0.5))
flat = [amplitude(image("V", z, 0.0, source=two_beam)) for z in (0.0, 300.0)]
assert flat[0] > 0.05 and abs(flat[0] - flat[1]) < 1e-11

# The non-paraxial calculation reaches the formula at small aperture
low_na = 0.06
low_sep = separation(na=low_na, pitch=10 * PITCH, exact=True)
low_formula = 4 * C5 * LAM / low_na**2
assert abs(low_sep / low_formula - 1) < 2e-3

# Exact defocus, with its least-squares estimate and source-grid check
sep_exact = separation(exact=True)
both = (sx + q)**2 + sy**2 <= 1
A = q**2 + 2 * sx[both] * q
G = (np.sqrt(1 - NA**2 * (sx[both]**2 + sy[both]**2))
     - np.sqrt(1 - NA**2 * ((sx[both] + q)**2 + sy[both]**2)))
sep_lsq = 2 * C5 * LAM * np.sum(A * G) / np.sum(G**2)
assert abs(sep_lsq - sep_exact) < 0.02
sep_fine = separation(exact=True, source=disc_source(0.0125))
assert abs(sep_fine - sep_exact) < 0.1      # source discretization error
assert sep_exact < sep
sep_vector = separation(exact=True, vector=True)
sep_film = separation(exact=True, imager=film_image)
film_focus = best_focus("V", 0.0, exact=True, imager=film_image)
phase_shift = best_focus("V", 0.0, amps=mask_orders(0.5, 1.0))

# Compromise focus and common focus window
peak = amplitude(image("V", 0.0, 0.0))
mid_v = amplitude(image("V", 0.0, C5))
mid_h = amplitude(image("H", 0.0, C5))
assert abs(mid_v - mid_h) < 1e-11 and mid_v < peak


def margin(z, kind, c5):
    return amplitude(image(kind, z, c5)) - 0.9 * peak


window = 2 * brentq(margin, 0, 400, args=("V", 0.0))
common_window = (brentq(margin, 0, 400, args=("H", C5))
                 - brentq(margin, -400, 0, args=("V", C5)))
assert abs(window - common_window - formula) < 1e-6

# RMS of the fringe term over the unit disc, by quadrature
radial = quad(lambda r: r**5, 0, 1)[0]
angular = quad(lambda t: np.cos(2 * t)**2, 0, 2 * np.pi)[0]
rms_factor = np.sqrt(radial * angular / np.pi)
assert abs(rms_factor - 1 / np.sqrt(6)) < 1e-10
sep_if_rms = separation(c5=C5 / rms_factor)
assert abs(sep_if_rms - formula / rms_factor) < 1e-3

edge_ratio = (1 - np.sqrt(1 - NA**2)) / (NA**2 / 2)

print(f"wavelength: {LAM:.0f} nm")
print(f"numerical aperture: {NA:.1f} (dimensionless)")
print(f"astigmatism coefficient: {1000 * C5:.1f} milliwaves")
print(f"wavefront error at pupil edge: {C5 * LAM:.2f} nm")
print(f"grating pitch: {PITCH:.0f} nm")
print(f"source radius sigma: {SIGMA:.1f} (pupil radii)")
print(f"order spacing q: {q:.4f} (pupil radii)")
print(f"mask order amplitudes a0, a1: {a0:.4f}, {a1:.4f} (dimensionless)")
print(f"formula, separation: {formula:.2f} nm")
print(f"search, vertical-line best focus: {z_v:+.2f} nm")
print(f"search, horizontal-line best focus: {z_h:+.2f} nm")
print(f"search, separation: {sep:.2f} nm")
print(f"fringe amplitude in focus: {peak:.5f} (clear-field intensity)")
print(f"amplitude loss at compromise focus: {100 * (1 - mid_v / peak):.3f} %")
print(f"90 % focus window, no astigmatism: {window:.1f} nm")
print(f"90 % common window, with astigmatism: {common_window:.1f} nm")
print(f"exact/paraxial defocus path at pupil edge: {edge_ratio:.3f} (ratio)")
print(f"separation, exact defocus: {sep_exact:.2f} nm")
print(f"separation, exact defocus, finer source: {sep_fine:.2f} nm")
print(f"separation, least-squares estimate: {sep_lsq:.2f} nm")
print(f"separation, exact defocus and vector: {sep_vector:.2f} nm")
print(f"resist thickness: {FILM:.0f} nm")
print(f"resist index: {N_FILM:.1f} (dimensionless)")
print(f"separation, exact defocus, resist average: {sep_film:.2f} nm")
print(f"common focus offset from resist: {film_focus:+.1f} nm")
print(f"focus shift per 1 degree mask-order phase: {phase_shift:+.2f} nm")
print("other mask: pitch 600 nm, space 30 %, phase 10 deg, spherical 20 mwaves")
print(f"other mask, common focus shift: {common_shift:+.1f} nm")
print(f"other mask, separation: {common_v - common_h:.2f} nm")
print(f"small-aperture test, NA: {low_na:.2f} (dimensionless)")
print(f"small-aperture test, exact search: {low_sep:.1f} nm")
print(f"small-aperture test, formula: {low_formula:.1f} nm")
print(f"rms of example wavefront: {1000 * C5 * rms_factor:.2f} milliwaves")
print(f"separation if 10 milliwaves were rms: {sep_if_rms:.1f} nm")
print("checks complete")
```

It prints:

```
wavelength: 193 nm
numerical aperture: 0.6 (dimensionless)
astigmatism coefficient: 10.0 milliwaves
wavefront error at pupil edge: 1.93 nm
grating pitch: 360 nm
source radius sigma: 0.6 (pupil radii)
order spacing q: 0.8935 (pupil radii)
mask order amplitudes a0, a1: 0.5000, 0.3183 (dimensionless)
formula, separation: 21.44 nm
search, vertical-line best focus: +10.72 nm
search, horizontal-line best focus: -10.72 nm
search, separation: 21.44 nm
fringe amplitude in focus: 0.17398 (clear-field intensity)
amplitude loss at compromise focus: 0.050 %
90 % focus window, no astigmatism: 309.4 nm
90 % common window, with astigmatism: 288.0 nm
exact/paraxial defocus path at pupil edge: 1.111 (ratio)
separation, exact defocus: 19.60 nm
separation, exact defocus, finer source: 19.61 nm
separation, least-squares estimate: 19.60 nm
separation, exact defocus and vector: 19.59 nm
resist thickness: 300 nm
resist index: 1.7 (dimensionless)
separation, exact defocus, resist average: 19.61 nm
common focus offset from resist: -83.0 nm
focus shift per 1 degree mask-order phase: +4.64 nm
other mask: pitch 600 nm, space 30 %, phase 10 deg, spherical 20 mwaves
other mask, common focus shift: +18.6 nm
other mask, separation: 21.44 nm
small-aperture test, NA: 0.06 (dimensionless)
small-aperture test, exact search: 2142.8 nm
small-aperture test, formula: 2144.4 nm
rms of example wavefront: 4.08 milliwaves
separation if 10 milliwaves were rms: 52.5 nm
checks complete
```
